# Two Derivations of the Nonadiabatic Marcus Hopping Rate for Small Polarons

To compute the mobility of self-trapped carriers in an oxide film, one must decide what the hopping rate needs as input. Three energies may suffice: the transfer energy $J$ between neighbouring sites, the reorganisation energy $\lambda$ of the lattice, and the energy difference $\Delta E$ of the relaxed end states. Otherwise the vibration frequencies are needed as well, or a theory beyond second order in $J$. The three-energy answer is the Marcus rate,

$$k=\frac{2\pi}{\hbar}\,\frac{J^2}{\sqrt{4\pi\lambda k_BT}}\,\exp\!\left[-\frac{(\lambda+\Delta E)^2}{4\lambda k_BT}\right]. \qquad (1)$$

It is derived below from quantum vibrations and again from classical ones. The first derivation shows when the spectrum matters, the second when $J$ is too large.

## The model

One carrier occupies site 1 or site 2:

$$H=|1\rangle H_1\langle1|+|2\rangle H_2\langle2|+J\,(|1\rangle\langle2|+|2\rangle\langle1|).$$

$J$ does not depend on the lattice coordinates. The modes $q$ have the same frequencies in both states but shifted rest positions:

$$H_1=\sum_q\hbar\omega_q\left(b_q^\dagger b_q+\tfrac12\right),$$
$$H_2=\Delta E+\sum_q\hbar\omega_q\left[(b_q^\dagger-\sqrt{S_q})(b_q-\sqrt{S_q})+\tfrac12\right].$$

$S_q$ is the Huang-Rhys factor of the relative shift. Multiplying out gives

$$H_2-H_1=\Delta E+\lambda-\sum_q\hbar\omega_q\sqrt{S_q}\,(b_q+b_q^\dagger),\qquad \lambda=\sum_q\lambda_q=\sum_qS_q\hbar\omega_q .$$

Thus $\lambda$ is the energy cost of placing the carrier on site 2 while the lattice stays relaxed around site 1, measured from the relaxed final state. If each site has one local mode and binding energy $E_p$, a hop must undo one distortion and build another, so $\lambda=2E_p$.

I write $\beta=1/k_BT$. The lattice is in thermal equilibrium for site 1 before each hop.

## First derivation: golden rule with quantum vibrations

Let $|m\rangle$ and $|n\rangle$ be eigenstates of $H_1$ and $H_2$, and $p_m$ the thermal weights. To second order in $J$,

$$k=\frac{2\pi}{\hbar}J^2\sum_{m,n}p_m|\langle m|n\rangle|^2\,\delta(E_n-E_m).$$

The sum is a thermal density of squared overlaps at zero energy change. Inserting $\delta(E)=(2\pi\hbar)^{-1}\int dt\,e^{-iEt/\hbar}$ and summing over the complete set $|n\rangle$ gives

$$k=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}dt\,C(t),\qquad C(t)=\langle e^{iH_1t/\hbar}e^{-iH_2t/\hbar}\rangle_1 .$$

**The thermal average.** The modes are independent, so one suffices. The operator $D=e^{\sqrt S(b^\dagger-b)}$ obeys $DbD^\dagger=b-\sqrt S$, hence $H_2=DH_1D^\dagger+\Delta E$ and

$$e^{iH_1t/\hbar}e^{-iH_2t/\hbar}=e^{-i\Delta Et/\hbar}\left(e^{iH_1t/\hbar}De^{-iH_1t/\hbar}\right)D^\dagger=e^{-i\Delta Et/\hbar}e^Ae^B,$$

with $A=\sqrt S(b^\dagger e^{i\omega t}-be^{-i\omega t})$ and $B=-\sqrt S(b^\dagger-b)$. Their commutator is the number $-S(e^{i\omega t}-e^{-i\omega t})=-2iS\sin\omega t$, so

$$e^Ae^B=e^{A+B}e^{[A,B]/2}=e^{X}e^{-iS\sin\omega t},\qquad X=\alpha b^\dagger-\alpha^*b,\quad \alpha=\sqrt S(e^{i\omega t}-1).$$

To average $e^X$, let $F(s)=\langle e^{sX}\rangle$ and $\bar n=1/(e^{\beta\hbar\omega}-1)$. Moving $b^\dagger$ through the thermal weight and round the trace gives

$$\langle b^\dagger e^{sX}\rangle=e^{-\beta\hbar\omega}\langle e^{sX}b^\dagger\rangle=e^{-\beta\hbar\omega}\left(\langle b^\dagger e^{sX}\rangle-s\alpha^*F\right),$$

because $[X,b^\dagger]=-\alpha^*$. Solving, $\langle b^\dagger e^{sX}\rangle=-\bar n s\alpha^*F$. In the same way, with $e^{+\beta\hbar\omega}$ and $[X,b]=-\alpha$, $\langle be^{sX}\rangle=(\bar n+1)s\alpha F$. Therefore

$$\frac{dF}{ds}=\alpha\langle b^\dagger e^{sX}\rangle-\alpha^*\langle be^{sX}\rangle=-s|\alpha|^2(2\bar n+1)F,$$

and $F(1)=e^{-|\alpha|^2(2\bar n+1)/2}$. With $|\alpha|^2=2S(1-\cos\omega t)$, $2\bar n+1=\coth y$ and $y_q=\beta\hbar\omega_q/2$, all modes together give

$$C(t)=\exp\Big\{-\frac{i\Delta Et}{\hbar}-\sum_qS_q\big[\coth y_q(1-\cos\omega_qt)+i\sin\omega_qt\big]\Big\}. \qquad (2)$$

**A rate needs a continuous spectrum.** For one sharp frequency, $|C(t)|$ repeats after each period and the integral gives a comb of lines. A smooth band of frequencies dephases the motion. At long times a small oscillation $e^{-i\Delta Et/\hbar}e^{-\sum S_q\coth y_q}$ remains. It is an elastic line at $\Delta E=0$, not an incoherent hop, and is subtracted.

**The Gaussian limit.** For strong coupling and high temperature, $C(t)$ decays well within a vibration period. Then $\sin\omega t\approx\omega t$ and $1-\cos\omega t\approx\omega^2t^2/2$:

$$C(t)\approx\exp\left[-\frac{i(\Delta E+\lambda)t}{\hbar}-\frac{\sigma^2t^2}{2\hbar^2}\right],\qquad \sigma^2=\sum_qS_q(\hbar\omega_q)^2\coth y_q .$$

For small $y$, $\coth y\approx1/y$, so $\sigma^2\to\sum_qS_q(\hbar\omega_q)^2\,2k_BT/(\hbar\omega_q)=2\lambda k_BT$. Completing the square gives $\int dt\,e^{-iat-bt^2/2}=\sqrt{2\pi/b}\,e^{-a^2/2b}$. With $a=(\Delta E+\lambda)/\hbar$ and $b=\sigma^2/\hbar^2$,

$$k=\frac{J^2}{\hbar}\sqrt{\frac{2\pi}{2\lambda k_BT}}\;e^{-(\lambda+\Delta E)^2/4\lambda k_BT}.$$

Since $\sqrt{\pi/\lambda k_BT}=2\pi/\sqrt{4\pi\lambda k_BT}$, this is (1).

**How good is the limit?** Away from $\Delta E=-\lambda$ the integral is exponentially small through cancellation, so a rapid decay of $C(t)$ does not by itself secure the result. The cancellation is removed by setting $t=s-i\hbar\beta/2$. The integrand is analytic and, with the elastic part subtracted, vanishes at both ends, so the path may be moved. Using $\bar n+1=e^{y}/(2\sinh y)$ and $\bar n=e^{-y}/(2\sinh y)$,

$$(\bar n+1)e^{-i\omega t}+\bar ne^{i\omega t}=\frac{e^{-i\omega s}+e^{i\omega s}}{2\sinh y}=\frac{\cos\omega s}{\sinh y}.$$

Because $\coth y-1/\sinh y=\tanh(y/2)$, the rate for $\Delta E=0$ is

$$k_{\rm q}=\frac{J^2}{\hbar^2}e^{-\sum_qS_q\tanh(y_q/2)}\int ds\,\exp\Big[-\sum_qS_q\frac{1-\cos\omega_qs}{\sinh y_q}\Big], \qquad (3)$$

again without the elastic constant. The integrand is now positive near $s=0$ and nothing large cancels. Let $\langle\omega^2\rangle=\sum_q\lambda_q\omega_q^2/\lambda$ and $u^2=\beta^2\hbar^2\langle\omega^2\rangle$. Three leading corrections follow.

- From $\tanh(y/2)\approx y/2-y^3/24$, the exponent is $-\beta\lambda/4+\beta\lambda u^2/192$.
- From $1/\sinh y\approx(1-y^2/6)/y$, the coefficient of $-s^2/2$ is $a=(2\lambda/\beta\hbar^2)(1-u^2/24)$. The integral varies as $a^{-1/2}$, which adds $u^2/48$ to $\ln k$.
- The quartic term of the cosine adds $cs^4/24$ with $c\approx a\langle\omega^2\rangle$. The Gaussian mean of $s^4$ is $3/a^2$, so $\ln k$ gains $c/8a^2=u^2/(16\beta\lambda)$.

Together,

$$\ln\frac{k_{\rm q}}{k}\approx u^2\left(\frac{\beta\lambda}{192}+\frac1{48}+\frac1{16\beta\lambda}\right)\qquad(\Delta E=0). \qquad (4)$$

The first term contains $\lambda(\hbar\omega)^2/(k_BT)^3$. At $u=1$, where $k_BT$ equals the rms mode quantum, this term is $(\lambda/4)/(48k_BT)$. Where this term dominates, a larger $\lambda$ demands a higher temperature.

## Second derivation: classical vibrations and brief crossings

Now let the lattice move classically, with mass-weighted coordinates $x_q$:

$$E_1=\tfrac12\sum_q\omega_q^2x_q^2,\qquad E_2=\Delta E+\tfrac12\sum_q\omega_q^2(x_q-d_q)^2,\qquad \lambda_q=\tfrac12\omega_q^2d_q^2 .$$

The gap $G=E_2-E_1=\Delta E+\lambda-\sum_q\omega_q^2d_qx_q$ fluctuates. The carrier can change site without an energy mismatch when $G=0$.

**Statistics of the gap.** On site 1, equipartition gives $\langle x_q^2\rangle=k_BT/\omega_q^2$ and $\langle\dot x_q^2\rangle=k_BT$. So $G$ is Gaussian with mean $\Delta E+\lambda$ and variance

$$\sum_q\omega_q^4d_q^2\,\frac{k_BT}{\omega_q^2}=2\lambda k_BT .$$

The density at the crossing is

$$\rho(0)=\frac{1}{\sqrt{4\pi\lambda k_BT}}\,e^{-(\lambda+\Delta E)^2/4\lambda k_BT}.$$

The speed $\dot G$ is independent of $G$, with variance $\sum_q\omega_q^4d_q^2k_BT=2\lambda k_BT\langle\omega^2\rangle$.

**One passage.** Near the crossing $G\approx\dot Gt$, and the phase between the two states is $\int G\,dt/\hbar=\dot Gt^2/2\hbar$. To first order in $J$ the hopping probability is

$$P=\frac{J^2}{\hbar^2}\left|\int dt\,e^{i\dot Gt^2/2\hbar}\right|^2=\frac{J^2}{\hbar^2}\,\frac{2\pi\hbar}{|\dot G|}=\frac{2\pi J^2}{\hbar|\dot G|}.$$

**The rate.** Passages in both directions occur at the rate $\rho(0)\langle|\dot G|\rangle$. Weighting each with $P$,

$$k=\rho(0)\left\langle|\dot G|\,\frac{2\pi J^2}{\hbar|\dot G|}\right\rangle=\frac{2\pi J^2}{\hbar}\rho(0),$$

which is (1). Fast passages are more frequent but less effective, and the speed cancels. This is why no vibration frequency appears in the Marcus rate.

**The barrier.** The lowest crossing point minimises $E_1$ subject to $\sum_q\omega_q^2d_qx_q=\lambda+\Delta E$. A Lagrange multiplier gives $x_q=\mu d_q$, the constraint gives $2\lambda\mu=\lambda+\Delta E$, and the energy is $\lambda\mu^2=(\lambda+\Delta E)^2/4\lambda$. For equal sites the barrier is $\lambda/4$, or $E_p/2$ for local modes. It vanishes at $\Delta E=-\lambda$. For still more negative $\Delta E$, the inverted region, it rises again and the rate falls.

**How large may $J$ be?** The mean of $P$ over passages is $(2\pi J^2/\hbar)/\langle|\dot G|\rangle$. For a Gaussian speed, $\langle|\dot G|\rangle=\sqrt{2/\pi}\sqrt{2\lambda k_BT}\,\omega_{\rm rms}$ with $\omega_{\rm rms}=\langle\omega^2\rangle^{1/2}$, so

$$\bar P=\frac{\pi^{3/2}J^2}{\hbar\omega_{\rm rms}\sqrt{\lambda k_BT}}\ll1. \qquad (5)$$

When $P$ is not small, a carrier that stays on curve 1 returns to the crossing. Let $r$ be its chance of finally settling on site 2. It must hop with probability $P$; on the next passage it stays on curve 2 with probability $1-P$, or hops back and starts again. For incoherent passages of equal speed in the normal region, $r=P[(1-P)+Pr]$, so $r=P/(1+P)$. The total is $P+(1-P)r=2P/(1+P)$, against $2P$ in the weak limit.

## What each derivation assumes

Both assume harmonic modes with unchanged frequencies, constant $J$, and equilibrium before the hop. Both are second order in $J$ when they yield (1).

The first keeps the vibrations quantum until the last step. It therefore includes tunnelling of the lattice and supplies (3) and the error (4), but its golden rule cannot say what happens at larger $J$. The second assumes classical motion from the start and an almost constant gap speed during each passage. It misses lattice tunnelling, but its picture of separate passages supplies (5) and extends to finite $P$ when the passages are incoherent. Agreement on (1) thus requires two separate conditions, one on temperature and one on $J$.

Both derivations respect detailed balance: in (1), $-(\lambda+\Delta E)^2+(\lambda-\Delta E)^2=-4\lambda\Delta E$, so $k(\Delta E)/k(-\Delta E)=e^{-\Delta E/k_BT}$.

A test that uses neither derivation solves the full two-site quantum dynamics for one mode, with the mode quantum as energy unit, $\lambda=12$, $k_BT=3$ and $J=0.02$. The transfer rate is read before the first revival. Divided by (1), it is 0.992, 1.005 and 1.006 for $\Delta E=-20$, $-4$ and $0$; the first case is inverted. For $\Delta E=0$, (4) predicts $\frac19(\frac4{192}+\frac1{48}+\frac1{64})=0.006$, as found.

## Numbers for an oxide film

Take round values: $\lambda=0.80$ eV, $J=0.010$ eV, site distance $a=0.35$ nm, $\Delta E=0$ and 300 K, where $k_BT=0.02585$ eV. The mode band is centred at 0.040 eV, with $\hbar\omega_{\rm rms}=0.0407$ eV. The activation exponent is $0.80/(4\times0.02585)=7.74$, and

$$k=1.872\times10^{12}\ {\rm s^{-1}}\times4.367\times10^{-4}=8.2\times10^{8}\ {\rm s^{-1}}.$$

On a cubic lattice a weak field $F$ changes the energy by $\mp eFa$ for forward and backward hops. Expanding (1), the drift velocity is $a[k(-eFa)-k(eFa)]\approx a\,k\,eFa/k_BT$, so

$$\mu=\frac{ea^2k}{k_BT}=\frac{(3.5\times10^{-8}\,{\rm cm})^2\times8.176\times10^8\,{\rm s^{-1}}}{0.02585\ {\rm V}}=3.9\times10^{-5}\ {\rm cm^2/Vs}.$$

**Quantum lattice.** Formula (4) gives 0.456 and the full integral 0.429, so the golden-rule rate is 1.54 times the Marcus rate. With all else fixed, this ratio is 3.6 at 200 K, 1.11 at 500 K and 1.03 at 800 K. The activation energy suffers too. From (1), $-d\ln k/d\beta=\lambda/4-k_BT/2=0.187$ eV, while the quantum rate has 0.157 eV. Reading $\lambda$ from the latter by the Marcus relation would give $4(0.157+0.013)=0.68$ eV, 15% below the input. At room temperature the three energies are therefore not enough if 50% in the rate matters. Here $\omega_{\rm rms}$ alone repairs most of the error: (4) gives a ratio of $e^{0.456}=1.58$, against 1.54 from the full spectrum.

**Finite $J$.** Here $\bar P=0.095$. If successive passages were incoherent, averaging $2P/(1+P)$ over passage speeds, with the Landau-Zener form $P=1-e^{-2\pi J^2/\hbar|\dot G|}$ (quoted, not derived here), would multiply the rate by 0.78. In this film they are not. A carrier that stays on curve 1 is turned back by the mean gap acceleration $\lambda\langle\omega^2\rangle$ at the crossing. At the rms gap speed, the phase gathered before it returns is $\frac23(2\lambda k_BT)^{3/2}/(\hbar\omega_{\rm rms}\lambda^2)\approx0.2$, so the two passages interfere. The factor 0.78 therefore does not apply here. It also leaves out that the coupling lowers the barrier, by $J$ at the crossing on the lower adiabatic surface, which acts to raise the rate. The small phase also means that the gap speed is far from constant during a passage. The squared phase equals $32/(9u^2\beta\lambda)$, so separate passages need $u^2\beta\lambda$ of order one or less, against 77 here. The value $\bar P=0.095$, and the $J=0.032$ eV at which (5) reaches one, thus come from a picture that does not hold for this film. The $J$ at which second order fails here is not determined by (5).

**Other omissions.** With equal site energies, a field of 1 MV/cm raises the mobility by 6%; this figure does not carry over to a disordered film. At $10^{19}$ cm$^{-3}$ the mean site occupation is $4\times10^{-4}$, so blocking is small for equal site energies. The mean time between hops, 204 ps, is about 2000 vibration periods, which supports equilibrium before each hop. Modulation of $J$ by the lattice and carrier interactions are not estimated.

**Real films.** The values of $\lambda$ and $a$ are roughly those of small-polaron transition-metal-oxide films, whose mobilities mostly lie well below 1 cm²/Vs. The mode band is soft for such oxides, where metal-oxygen stretching modes of roughly 0.06 to 0.09 eV often carry much of $\lambda$. The chosen $J$ is modest; several such oxides may well exceed the limit (5). Amorphous indium-based transistor oxides, with mobilities of roughly 10 cm²/Vs, are not small-polaron hoppers, and (1) should not be applied to them. The assumption that amorphous films plainly break is equal site energies. With a Gaussian spread of 0.050 eV, a rough value, a network of $12^3$ sites with Marcus rates has 0.24 times the ordered mobility, averaged over six samples. In this example disorder thus moves the mobility by a factor of four, more than the quantum correction at 300 K. This order depends on the soft band. The correction (4) grows as $\omega_{\rm rms}^2$, so at twice the mode energy it gives $4\times0.456\approx1.8$ in $\ln k$. The leading formula then overestimates, but the quantum factor becomes comparable to the disorder factor, and (3) should be evaluated in full. The factors were found separately and need not multiply. The numerical output below gives the remaining values.

## Calculated quantities

```
reorganisation energy: 0.80 eV
transfer energy J: 10.0 meV
mode band centre, half width: 40, 20 meV
rms mode energy: 40.71 meV
total Huang-Rhys factor: 20.78
hop distance: 0.35 nm
temperature: 300 K; kT: 25.85 meV
gap standard deviation, classical: 0.2034 eV
barrier lam/4: 0.200 eV
exponent lam/(4kT): 7.736
activated factor: 4.367e-04
rate prefactor: 1.872e+12 1/s
Marcus rate: 8.176e+08 1/s
Marcus mobility: 3.874e-05 cm2/Vs
local Arrhenius energy, Marcus: 0.1871 eV
local Arrhenius energy, quantum: 0.1567 eV
quantum golden-rule rate: 1.256e+09 1/s
quantum mobility: 5.952e-05 cm2/Vs
log correction, leading formula: 0.456
log correction, full integral: 0.429
elastic-line weight: 1.6e-15
T (K), Marcus (1/s), quantum (1/s), quantum/Marcus:
  200  2.093e+07  7.571e+07  3.618
  300  8.176e+08  1.256e+09  1.536
  400  4.898e+09  5.952e+09  1.215
  500  1.398e+10  1.554e+10  1.112
  600  2.767e+10  2.951e+10  1.067
  800  6.302e+10  6.494e+10  1.030
two-site dynamics: mode quantum 1, lam 12, kT 3, J 0.02
  gap -20: dynamics/Marcus = 0.9919
  gap -4: dynamics/Marcus = 1.0047
  gap 0: dynamics/Marcus = 1.0060
mean crossing probability: 0.0951
factor from repeated crossings: 0.783
J for mean probability 1: 32.4 meV
site disorder: 50 meV
disorder mobility factor: 0.239
  sample standard deviation: 0.012
  network: 12^3 sites, 6 samples
field: 1.0 MV/cm; drop per hop: 35.0 meV
mobility factor at this field: 1.062
carrier density: 1.0e+19 cm^-3
mean site occupation: 4.29e-04
occupation at typical carrier energy: 2.78e-03
mean time between hops, six neighbours: 203.8 ps
vibration period: 0.1034 ps
```
